Supersymmetry of the Nonrelativistic Coulomb Problem with Electron Spin

**Theorem.** Take atomic units (ħ = m = e²/4πε₀ = 1) and a point nucleus of charge Z > 0 and infinite mass. Let the electron be a two-component spinor with the spin-independent Hamiltonian H, and define

H = p²/2 − Z/r
A = ½(p×L − L×p) − Z r̂
K = σ·L + 1,  J = L + σ/2,  k = j + ½
Q₁ = σ·A,  Γ = K/|K|,  Q₂ = iQ₁Γ

Then:

(a) {K, Q₁} = 0, [J, Q₁] = 0, [H, Q₁] = 0.

(b) Q₁² = 2HK² + Z² ≡ H_S.

(c) Q₁ and Q₂ are Hermitian, anticommute with Γ, and obey {Q_a, Q_b} = 2δ_ab H_S. This is an N = 2 supersymmetry whose Hamiltonian is H_S, not H. At fixed j, H_S = 2k²(H + Z²/2k²).

(d) The negative eigenvalues of H are E_n = −Z²/2n². For n > k the states |n, K = +k, m⟩ (l = j − ½) and |n, K = −k, m⟩ (l = j + ½) are paired:

Q₁|n, ±k, m⟩ = −Z √(1 − k²/n²) |n, ∓k, m⟩

For n = k only K = +k exists (1s½, 2p3/2, 3d5/2, …); Q₁ annihilates it and it has no partner.

(e) For H_V = p²/2 + V(r), {K, Q₁} = 0 still holds, but [H_V, Q₁] = (V′ − Z/r²) σ·r̂ K, which vanishes only for V = −Z/r + const.

**Conventions.** p = −i∇, L = r×p, r̂ = r/r, and A is the Runge–Lenz vector, in hartree·bohr. Repeated indices are summed. K is minus the Dirac quantum number κ. Operator identities are identities between differential operators for r ≠ 0; the behaviour at r = 0 is fixed in Lemma 5. From σ_iσ_j = δ_ij + iε_ijk σ_k it follows that, for spin-free operators a and b kept in their order,

(σ·a)(σ·b) = a·b + iσ·(a×b)   (1)

**Lemma 1 (vector operators).** Let V be spin-free with [L_i, V_j] = iε_ijk V_k. Then

L×V + V×L = 2iV,  {K, σ·V} = 2 L·V,  [J_i, σ·V] = 0

The operators p and r̂ are of this kind with L·V = 0, so K anticommutes with σ·p and with σ·r̂.

Proof. Exchanging the dummy indices in (V×L)_k = ε_kij V_i L_j gives −ε_kij V_j L_i. Therefore

(L×V + V×L)_k = ε_kij [L_i, V_j] = i ε_kij ε_ijn V_n = 2iV_k

since ε_kij ε_ijn = 2δ_kn. Setting j = i in the defining commutator gives L·V = V·L. Applying (1) in both orders,

{σ·L, σ·V} = 2L·V + iσ·(2iV) = 2L·V − 2σ·V

The unit in K contributes {1, σ·V} = 2σ·V, which cancels the last term; this is the reason for the +1 in K. For the third identity, [L_i, σ_jV_j] = iε_ijk σ_jV_k, while [σ_i/2, σ_j]V_j = iε_ijk σ_kV_j = −iε_ijk σ_jV_k. The two cancel.

With L_i = ε_iab x_a p_b and [x_a, p_b] = iδ_ab, one finds [L_i, x_j] = −iε_iaj x_a = iε_ija x_a and [L_i, p_j] = iε_ijb p_b. A function f(r) commutes with L_i because ε_iab x_a x_b f′/r = 0, so r̂ = r/r is also a vector operator. Finally L·p = ε_iab x_a p_b p_i = 0 and r̂·L = ε_iab x_i x_a p_b/r = 0 by antisymmetry. ∎

The condition L·V = 0 is needed: V = L is a vector operator by the angular-momentum algebra, and {K, σ·L} = 2L². The third identity with V = L gives [J, K] = 0.

**Lemma 2 (spectrum of K).** K² = L² + σ·L + 1 = J² + ¼. K = l + 1 for j = l + ½ and K = −l for j = l − ½. Hence |K| = k ≥ 1, Γ exists with Γ² = 1, and Γ = (−1)^(k−1) Π with Π the parity.

Proof. Lemma 1 with V = L gives L×L = iL, so (1) gives (σ·L)² = L² − σ·L, and

K² = (σ·L)² + 2σ·L + 1 = L² + σ·L + 1

Also J² = L² + σ·L + ¾ because σ² = 3, so K² = J² + ¼ = (j + ½)². From σ·L = j(j+1) − l(l+1) − ¾: for j = l + ½, j(j+1) = l² + 2l + ¾ and σ·L = l; for j = l − ½ (l ≥ 1), j(j+1) = l² − ¼ and σ·L = −l − 1. So K = +k has l = k − 1 and K = −k has l = k. With Π = (−1)^l, the product (−1)^(k−1)Π is +1 in the first case and −1 in the second. ∎

**Lemma 3 (σ·A through K).** Q₁ = −i(σ·p)K − Zσ·r̂.

Proof. Since p·L = L·p = 0, (1) gives (σ·p)(σ·L) = iσ·(p×L) and (σ·L)(σ·p) = iσ·(L×p). Subtracting and dividing by 2i,

½σ·(p×L − L×p) = −(i/2)[σ·p, σ·L] = −(i/2)[σ·p, K]

By Lemma 1, K(σ·p) = −(σ·p)K, so the commutator is 2(σ·p)K. ∎

**Lemma 4 (three commutators).**

(σ·r̂)(σ·p) = −i(∂_r + (1 − K)/r)   (2)
[σ·r̂, σ·p] = 2iK/r   (3)
[p²/2, σ·r̂] = σ·r̂ K/r²   (4)

Proof. In (1), r̂·p = −i∂_r and r̂×p = L/r, so the product is −i∂_r + i(K − 1)/r, which is (2). For the opposite order, moving p to the right gives p·r̂ = r̂·p − i∇·r̂ = −i∂_r − 2i/r, and p×r̂ = −r̂×p − i∇×r̂ = −L/r, because r̂ = ∇r has no curl. Hence

(σ·p)(σ·r̂) = −i∂_r − 2i/r − i(K − 1)/r = −i(∂_r + (1 + K)/r)

Subtracting this from (2) gives (3). For (4), (σ·p)² = p² since p×p = 0, and with C = [σ·p, σ·r̂] = −2iK/r,

[p², σ·r̂] = (σ·p)C + C(σ·p) = −2i{ (σ·p)(1/r)K − (1/r)(σ·p)K } = −2i[σ·p, 1/r]K

where K was moved through 1/r freely and through σ·p with a sign. Since [σ·p, 1/r] = −iσ·∇(1/r) = iσ·r̂/r², the result is 2σ·r̂K/r². ∎

**Proof of (a) and (e).** For the first term of Lemma 3, K(σ·p)K + (σ·p)KK = 0 because K(σ·p) = −(σ·p)K; the second term anticommutes with K by Lemma 1. J commutes with σ·p, σ·r̂ and K, hence with Q₁. No potential has entered. Now take H_V. The kinetic energy (σ·p)²/2 commutes with σ·p, and with K because two sign changes cancel, so only the second term of Q₁ contributes, through (4):

[p²/2, Q₁] = −Z σ·r̂ K/r²

V(r) commutes with σ·r̂ and K, and [V, p_i] = i∂_iV, so

[V, Q₁] = −i[V, σ·p]K = −i(iV′σ·r̂)K = V′ σ·r̂ K

The sum is the commutator in (e). Because (σ·r̂)² = 1 and K has no zero eigenvalue, σ·r̂K is invertible, and the commutator vanishes if and only if V′ = Z/r². ∎

**Proof of (b).** Square Lemma 3 term by term. The first square is −(σ·p)K(σ·p)K = +(σ·p)²K² = p²K². The second is Z². The cross terms carry (−i)(−Z) = iZ:

iZ{ (σ·p)K(σ·r̂) + (σ·r̂)(σ·p)K } = iZ[σ·r̂, σ·p]K = iZ(2iK/r)K = −2ZK²/r

using K(σ·r̂) = −(σ·r̂)K and (3). The total is (p² − 2Z/r)K² + Z² = 2HK² + Z². ∎

**Corollary 1.** [H, A] = 0, A² = 2H(L² + 1) + Z², and A×A = −2iHL.

Proof. The matrices 1, σ_x, σ_y, σ_z are linearly independent, so their spin-free coefficients can be compared. [H, σ·A] = σ_i[H, A_i] = 0 gives the first relation. By (1) and Lemma 2, (b) reads A² + iσ·(A×A) = 2H(L² + 1) + Z² + 2Hσ·L, which gives the other two. ∎

**Proof of (c).** (−i(σ·p)K)† = iK(σ·p) = −i(σ·p)K, so Q₁ is Hermitian. Q₁ commutes with K², hence with |K| = √(K²), and anticommutes with K; therefore ΓQ₁ = −Q₁Γ. Then

Q₂† = −iΓQ₁ = iQ₁Γ = Q₂
Q₂² = −Q₁ΓQ₁Γ = Q₁²Γ² = H_S
{Q₁, Q₂} = iQ₁Q₁Γ + iQ₁ΓQ₁ = 0
{Γ, Q₂} = iΓQ₁Γ + iQ₁ = −iQ₁ + iQ₁ = 0 ∎

Remark 1. The complex form of the algebra uses Q = (Q₁ − iQ₂)/2 = Q₁(1 + Γ)/2, which maps K > 0 to K < 0 and annihilates K < 0. Moving Q₁ through the projector reverses the sign of Γ, so Q² = Q₁²(1 − Γ)(1 + Γ)/4 = 0, QQ† = Q₁²(1 − Γ)/2, Q†Q = Q₁²(1 + Γ)/2, and {Q, Q†} = H_S.

Remark 2. ⟨H_S⟩ = ‖Q₁ψ‖² ≥ 0 gives the lower bound ⟨H⟩ ≥ −Z²/2k² for every normalized state of given j. Lemma 5 shows that it is attained.

**Lemma 5 (radial form).** With Condon–Shortley phases define the spinor harmonics, upper component first,

Ω_{+k,m} = ( √[(l+m+½)/(2l+1)] Y_{l,m−½} , √[(l−m+½)/(2l+1)] Y_{l,m+½} ),  l = k − 1
Ω_{−k,m} = ( −√[(l−m+½)/(2l+1)] Y_{l,m−½} , √[(l+m+½)/(2l+1)] Y_{l,m+½} ),  l = k

and let a = d/dr + w, a† = −d/dr + w, w = −k/r + Z/k. Then σ·r̂ Ω_{±k,m} = −Ω_{∓k,m}, and

Q₁ (u/r)Ω_{+k,m} = k (au/r) Ω_{−k,m},  Q₁ (u/r)Ω_{−k,m} = k (a†u/r) Ω_{+k,m}   (5)
a†a = 2h_{k−1} + Z²/k²,  aa† = 2h_k + Z²/k²   (6)

with h_l = −½ d²/dr² + l(l+1)/2r² − Z/r. The kernel of a is r^k e^(−Zr/k), which is normalizable; the kernel of a† is r^(−k) e^(Zr/k), which is not.

Proof. Each pair (K, m) occurs once among the angular–spin functions. σ·r̂ commutes with J_z, reverses K and is unitary, so σ·r̂ Ω_{+k,m} = cΩ_{−k,m} with |c| = 1. The constant does not depend on m, because J_x − iJ_y commutes with σ·r̂ and lowers m with the same positive coefficient in both families. Take m = ½ on the positive z axis, where σ·r̂ = σ_z and Y_{l,μ} = δ_{μ0}√((2l+1)/4π). The upper components are +√(k/4π) for Ω_{+k,½} and −√(k/4π) for Ω_{−k,½}, and the lower ones vanish, so c = −1. The inverse relation follows from (σ·r̂)² = 1.

Multiplying (2) from the left by σ·r̂ gives σ·p = −iσ·r̂(∂_r + (1 − K)/r), and Lemma 3 becomes

Q₁ = −σ·r̂ [ (∂_r + (1 − K)/r)K + Z ]

Since (∂_r + 1/r)(u/r) = u′/r, the bracket turns (u/r)Ω_{K,m} into (1/r)(Ku′ − K²u/r + Zu)Ω_{K,m}, and −σ·r̂ replaces Ω_{K,m} by Ω_{−K,m}. For K = +k the radial factor is k(u′ + wu), and for K = −k it is k(−u′ + wu). This is (5). Next,

(−d/dr + w)(u′ + wu) = −u″ + (w² − w′)u,  (d/dr + w)(−u′ + wu) = −u″ + (w² + w′)u

with w² = k²/r² − 2Z/r + Z²/k² and w′ = k/r². The 1/r² coefficients are k(k−1) and k(k+1), which gives (6). Comparison with (b) shows that H acts on u as h_l. The kernels solve u′/u = k/r − Z/k and u′/u = −k/r + Z/k; the second solution fails to be square integrable at both ends. ∎

Boundary condition. Near r = 0 the solutions of h_l u = Eu start as r^(l+1) or r^(−l). For l ≥ 1 the second is not square integrable. For l = 0 (k = 1) it is, but u(0) ≠ 0 makes au ≈ −u(0)/r non-integrable in square, so finiteness of ‖Q₁ψ‖ selects u(0) = 0. With this condition the boundary term in ∫v(au) dr = ∫(a†v)u dr vanishes, a† is the adjoint of a on these functions, and each eigenvalue of h_l is simple because the regular solution is unique up to a factor.

**Proof of (d).** Let s_l be the set of negative eigenvalues of h_l. If h_{k−1}u = Eu with u normalized, (6) gives ‖au‖² = 2E + Z²/k² and aa†(au) = a(a†a u) = (2E + Z²/k²)au. So either au = 0 and E = −Z²/2k², or au is a normalizable eigenfunction of h_k with the same E; it is regular, as the series below shows. Conversely, if h_k v = Ev, then a†v ≠ 0 because a† has no normalizable kernel, a†v starts as r^k when v starts as r^(k+1), and the same argument makes it an eigenfunction of h_{k−1}. Therefore

s_{k−1} = {−Z²/2k²} ∪ s_k,  with every element of s_k above −Z²/2k²

The value l = k occurs twice, as K = −k at j and as K = k + 1 at j + 1, and h_k is the same in both because H ignores spin. The relation can thus be iterated:

s_l = {−Z²/2n² : n = l+1, …, N} ∪ s_N

By Remark 2 for K = N + 1, s_N lies at or above −Z²/2(N+1)², which tends to zero. Every negative eigenvalue is therefore E_n with n ≥ l + 1. In particular K = −k needs n ≥ k + 1.

On level n, (b) gives H_S = λ² with λ = Z√(1 − k²/n²), so Q₁|n, +k, m⟩ = ±λ|n, −k, m⟩ for real radial functions. The sign depends on convention; take every u positive near r = 0. Insert u = r^k(1 + c₁r + c₂r² + …) into u″ = k(k−1)u/r² − 2Zu/r + Z²u/n². The powers r^(k−1) and r^k give

[(k+1)k − k(k−1)]c₁ = −2Z,  so c₁ = −Z/k
[(k+2)(k+1) − k(k−1)]c₂ = −2Zc₁ + Z²/n²,  so (4k+2)c₂ = 2Z²/k + Z²/n²

Then u′ − ku/r = r^k(c₁ + 2c₂r + …), and adding (Z/k)u cancels the r^k term:

au = (2c₂ − Z²/k²) r^(k+1) + … = −Z²(1 − k²/n²) r^(k+1)/(k²(2k+1)) + …

This is regular for l = k and negative for n > k, so the sign is minus. Applying Q₁ once more and using Q₁² = λ² gives Q₁|n, −k, m⟩ = −λ|n, +k, m⟩. ∎

**Corollary 2 (counting).** In shell n, (|+k⟩ ∓ |−k⟩)/√2 has Q₁ = ±λ, each value occurring 2j + 1 = 2k times for k = 1, …, n − 1. There are 2n zero modes, all with K = +n. The total is 2n + 4·n(n−1)/2 = 2n². Paired states cancel in the trace of Γ over the shell, leaving Tr Γ = 2n. Each sector (j, m) holds exactly one normalizable zero mode, so the supersymmetry is unbroken in every sector.

Remark 3 (meaning). Classically A = p×L − Zr̂, with |p×L|² = p²L² and r̂·(p×L) = L²/r, so A² = Z² + 2EL². From r·A = L² − Zr the orbit is r = L²/(Z + |A| cos θ), with θ the angle from A, a conic of eccentricity |A|/Z. H_S/Z² = 1 − k²/n² is the same expression with L → k, and the zero modes correspond to circular orbits. Without spin there is no such zero for n > 1: Corollary 1 gives A² = Z²(n − 1)/n² at l = n − 1. The term 2Hσ·L removes this remainder when spin and orbit are aligned.

Remark 4 (limits). For E > 0, H_S = Z² + 2Ek² is positive and (5) maps scattering solutions with l = k − 1 and l = k onto each other. For Z ≤ 0, parts (a), (b), (c) and (e) hold unchanged, but r^k e^(−Zr/k) is not normalizable, and the kernel r^(−k) e^(Zr/k) of a†, although it then decays at infinity, is not square integrable at r = 0; there is no zero mode.

Remark 5 (spin–orbit coupling). A term ξ(r)L·σ/2 = ξ(r)(K − 1)/2 vanishes on 2s½ (K = +1) and shifts 2p½ (K = −1) by −⟨ξ⟩ at first order, so on its own it splits the pair whenever ⟨ξ⟩ ≠ 0. This is not the net effect in a hydrogen-like ion, because the mass–velocity and Darwin terms are of the same order α² and cancel the splitting. With ξ = α²Z/2r³ and Z = 3, the spin–orbit term alone shifts 2p½ by −1.6875α² hartree, while the three terms together shift both 2s½ and 2p½ by −3.1641α² hartree. The Dirac–Coulomb Hamiltonian lies outside this theorem.

**Proposition (uniqueness and breaking).** Let h_l^V be h_l with −Z/r replaced by V. (i) If a = d/dr + w(r) satisfies a†a = 2h_{k−1}^V + c and aa† = 2h_k^V + c with one constant c, then V = −kγ/r + const with a constant γ: a Coulomb potential plus a constant, attractive, repulsive or of zero strength according to the sign of γ. (ii) If u₊ (l = k − 1, energy E₊) and u₋ (l = k, energy E₋) are regular bound states in V and ∫u₋ a u₊ dr ≠ 0, with a as in Lemma 5, then exactly

E₋ − E₊ = −∫u₋(V′ − Z/r²)u₊ dr / ∫u₋ a u₊ dr   (7)

Proof. (i) Subtraction gives 2w′ = [k(k+1) − k(k−1)]/r², so w = −k/r + γ, and 2V + c = w² − w′ − k(k−1)/r² = −2kγ/r + γ². The single constant matters: different constants allow a term ωr in w, which for γ = 0 gives the oscillator, and then the partner levels are displaced, not degenerate. (ii) Take the commutator in (e) between (u₋/r)Ω_{−k,m} and (u₊/r)Ω_{+k,m}. The left side is (E₋ − E₊) k∫u₋ a u₊ dr by (5). On the right, σ·r̂KΩ_{+k,m} = −kΩ_{−k,m} gives −k∫u₋(V′ − Z/r²)u₊ dr. ∎

**Worked example.** The parameters are Z = 3 and n = 3, in the model of the theorem; the digits belong to this model, without recoil or relativity. The numerical check asserts (a), (b), the second and third relations of Corollary 1 (the first only through [H, Q₁] = 0), the commutator identities of Lemmas 1–4 ([J_i, σ·V] = 0 only for V = A) and, for one non-Coulomb potential, (e) on a spinor that is no eigenstate; it asserts the algebra (c) on the matrices of the n = 3 shell, and the action (d) on all states up to n = 4.

The shell has 2·3² = 18 states at E₃ = −9/18 = −0.5 hartree = −13.6057 eV. H_S = 2(−0.5)k² + 9 = 9 − k², in (hartree·bohr)²:

j = 1/2 (3s, 3p): H_S = 8, matrix element −√8 = −2.828427
j = 3/2 (3p, 3d): H_S = 5, matrix element −√5 = −2.236068
j = 5/2 (3d): H_S = 0, unpaired

The 18×18 matrix of σ·A, built from the Cartesian definition in the uncoupled basis, has eigenvalues ±2.828427 twice each, ±2.236068 four times each, and 0 six times. K takes the values −2, −1, +1, +2, +3 with multiplicities 4, 2, 2, 4, 6, so Tr Γ = (2 + 4 + 6) − (4 + 2) = 6 = 2n.

Finite-difference diagonalization of h_l, extrapolated in the step size, gives in hartree

l = 0: −4.500000, −1.125000, −0.500000, −0.281250
l = 1: −1.125000, −0.500000, −0.281250
l = 2: −0.500000, −0.281250

Each row is the one above without its lowest level, the zero mode at −9/2k². The grid functions give k∫u₋au₊ dr = −2.598076 for 2s–2p, against −3√(1 − ¼) = −3√3/2, and −2.236068 for 3p–3d.

Now screen the nucleus, V = −Ze^(−r/D)/r with D = 20 bohr. For 2s and 2p, E₊ = −0.9822274 and E₋ = −0.9810567 hartree, a gap of 1.1707×10⁻³ hartree. Equation (7) gives

(−3.041690×10⁻³ hartree/bohr)/(−2.598080 bohr⁻¹) = 1.170745×10⁻³ hartree = 31.86 meV

For 3p and 3d, (−2.422626×10⁻³)/(−1.118097) = 2.166740×10⁻³ hartree = 58.96 meV, and direct diagonalization prints the same value. The program asserts agreement to 10⁻³ of the gap; the printed values agree in all seven figures. The denominators stay close to their Coulomb values, −2.598076 and −2.236068/2 = −1.118034.

The size of the 2s–2p gap follows from (7) for ZD ≫ 1. With y = r/D, e^(−y)(1 + y) = 1 − y²/2 + y³/3 − …, so

V′ − Z/r² = (Z/r²)[e^(−y)(1 + y) − 1] = −Z/2D² + Zr/3D³ − …

In V = −Z/r + Z/D − Zr/2D² + … the constant leaves the states unchanged, so they differ from Coulomb states at order 1/D², and Coulomb states suffice for these two terms. With x = Zr and normalization in x, u_2p = x²e^(−x/2)/√24 is the k = 2 zero mode. Applying the k = 1 operator −d/dx − 1/x + 1 to x²e^(−x/2) gives −3x(1 − x/2)e^(−x/2), so u_2s = x(1 − x/2)e^(−x/2)/√2. With √48 = 4√3 and ∫x^q e^(−x) dx = q!,

∫u_2p u_2s dx = (3! − 4!/2)/4√3 = −√3/2,  ∫u_2p x u_2s dx = (4! − 5!/2)/4√3 = −3√3

The numerator of (7) is −Z√3/4D² + √3/D³ and the denominator is −Z√3/2, so

E_2p − E_2s = (1/2D²)[1 − 4/(ZD) + O(1/(ZD)²)]

The leading term is independent of Z and equals 1.25×10⁻³ hartree at D = 20 bohr. The computed gap is 1.170745/1.25 = 0.937 of it, against 1 − 4/60 = 0.933 from the bracket. At D = 400 bohr the bracket gives 1 − 4/1200 = 0.99667 and the ratio obtained from (7) with the grid functions is 0.99668. The program asserts only the leading term, to 2% of 1/2D² at D = 400 bohr; the 4/(ZD) correction rests on the derivation above and on this comparison. In both screened cases computed here the state with K = −k, the higher l, lies above its partner.

Values computed for the example and the checks

```
Z = 3, shell n = 3, states = 18, 1 hartree = 27.211386 eV
E_3 = -0.500000 hartree = -13.6057 eV
j=1/2: <(sigma.A)^2> = 8.000000 (hartree bohr)^2, <-k|sigma.A|+k> = -2.828427 hartree bohr
j=3/2: <(sigma.A)^2> = 5.000000 (hartree bohr)^2, <-k|sigma.A|+k> = -2.236068 hartree bohr
j=5/2: <(sigma.A)^2> = 0.000000 (hartree bohr)^2, <-k|sigma.A|+k> = 0.000000 hartree bohr
sigma.A eigenvalue -2.828427 hartree bohr, multiplicity 2
sigma.A eigenvalue -2.236068 hartree bohr, multiplicity 4
sigma.A eigenvalue 0.000000 hartree bohr, multiplicity 6
sigma.A eigenvalue 2.236068 hartree bohr, multiplicity 4
sigma.A eigenvalue 2.828427 hartree bohr, multiplicity 2
K eigenvalue -2, multiplicity 4
K eigenvalue -1, multiplicity 2
K eigenvalue +1, multiplicity 2
K eigenvalue +2, multiplicity 4
K eigenvalue +3, multiplicity 6
zero modes = 6, Tr Gamma = 6.000000
Coulomb l=0, n=1..4: -4.500000 -1.125000 -0.500000 -0.281250 hartree
Coulomb l=1, n=2..4: -1.125000 -0.500000 -0.281250 hartree
Coulomb l=2, n=3..4: -0.500000 -0.281250 hartree
grid n=2, j=1/2: k*int(u- a u+) = -2.598076 hartree bohr
grid n=3, j=3/2: k*int(u- a u+) = -2.236068 hartree bohr
Yukawa screening length D = 20 bohr
2s,2p: E+ = -0.9822274, E- = -0.9810567 hartree
2s,2p: numerator = -3.041690e-03 hartree/bohr, denominator = -2.598080 1/bohr
2s,2p: gap diagonalized = 1.170745e-03, from commutator = 1.170745e-03 hartree = 31.858 meV
3p,3d: E+ = -0.3645402, E- = -0.3623734 hartree
3p,3d: numerator = -2.422626e-03 hartree/bohr, denominator = -1.118097 1/bohr
3p,3d: gap diagonalized = 2.166740e-03, from commutator = 2.166740e-03 hartree = 58.960 meV
2s,2p leading estimate 1/(2D^2) = 1.250000e-03 hartree
2s,2p gap*2D^2 at D = 400 bohr: 0.99668
```
